Do only bound subbands carry the charge of an accumulation layer?

**Question**

I am modelling an accumulation layer on a degenerately n-doped semiconductor, with the bulk Fermi level above the band edge. The gate pulls the band edge down near the surface, I solve the Schrödinger equation along the surface normal z, find the bound levels, and fill their subbands up to the bulk Fermi level. I took the sum of these subband charges to be the quantum charge of the layer, since the other states extend into the bulk and belong to it.

When I increase the gate field slowly, this charge jumps each time a new level binds. The new subband starts with a finite population, because its edge lies below the Fermi level as soon as it exists. Yet the potential has hardly changed. Is the jump real? If not, what cancels it, and where in space?

**Answer**

The jump in the bound charge is real, but the charge of the layer does not jump. The states that extend into the bulk are altered by the surface potential, and their change in density belongs to the layer too. Their phase shifts measure it.

**The model and what is counted**

Take one isotropic band of mass m with spin degeneracy 2, a hard wall at z = 0, and a bounded potential energy U(z) that vanishes quickly in the bulk. The bulk band edge is the zero of energy, μ is the bulk Fermi level and T > 0. Motion parallel to the surface is free. With g = m/(πħ²), the two-dimensional density of states including spin, and the Fermi function f, a subband with edge E holds per unit area

F(E) = g ∫₀^∞ f(E+ε) dε = g k_BT ln[1 + exp((μ−E)/k_BT)].

Hence F′(E) = −g f(E). A level that has just bound has E = 0 and holds F(0), which is the size of your jump.

Let N be the excess sheet density relative to the flat-band gas, U = 0, at the same wall. Beyond the range of U, an extended state has the form

ψ_k(z) = sin(kz + δ(k)),

with δ chosen continuous and δ → 0 as k → ∞. To count states, put a second hard wall at a large distance L. Then

kL + δ(k) = jπ.

The integer j is the ordinal number of the state, bound ones included. To see this, start at high energy. A bounded U shifts the j-th level by at most max|U|, so its k shifts by at most about m max|U|/(ħ²k), which tends to zero. The j-th state therefore has kL close to jπ, as the convention δ → 0 requires. Going down in energy, kL + δ is monotonic for large L, so j drops by one per state.

**The phase shift at k = 0 counts the bound levels**

At zero energy the solution outside the well is a straight line. Unless that line is flat, its ratio ψ/ψ′ at a point R outside the well is finite, and

tan(kR + δ) = k ψ(R)/ψ′(R) → 0 as k → 0.

So δ(0) is a multiple of π. The lowest extended state has the smallest j for which jπ − δ(0) is positive, namely j = δ(0)/π + 1. If n levels are bound, they use up j = 1 to n, and the lowest extended state has j = n+1. Therefore

δ(0) = nπ,

which is Levinson's theorem for this geometry. The flat case is the threshold itself, treated below.

**Adding up the charge**

The box contains

N = Σᵢ F(Eᵢ) + Σ_{j>n} F(ħ²k_j²/2m) − Σ_{j>0} F(ħ²j²π²/2mL²).

For large L, replace each sum by an integral. The first sum over j begins one step above j = n, where k = 0, so it equals the integral from n minus half the end value, F(0)/2. The flat-band sum likewise begins one step above k = 0 and carries the same −F(0)/2. These end terms cancel. Since dj = (L + δ′)dk/π with the potential and L dk/π without it, the terms in L cancel too:

N = Σᵢ F(Eᵢ) + N_c,
N_c = (1/π) ∫₀^∞ F(ħ²k²/2m) δ′(k) dk.

N_c is the continuum charge that your count omits. Integrate it by parts. The boundary term is zero at infinity and −δ(0)F(0)/π = −nF(0) at the lower end. With dF = −g f dE,

N_c = −nF(0) + (g/π) ∫₀^∞ δ f dE.

Each bound level has contributed −F(0) to the continuum. Combine that with its own charge, using F(Eᵢ) − F(0) = g ∫ f dE from Eᵢ to 0:

N = g Σᵢ ∫_{Eᵢ}^0 f dE + (g/π) ∫₀^∞ δ f dE.

Now a new level enters with zero weight, because its integral runs from Eᵢ = 0 to 0. The phase shift at k = 0 does jump by π, but near threshold it differs from its old value only in a vanishing range of k. The total is continuous.

**What happens at threshold**

Let the solution just outside the well have ψ′/ψ = −γ near zero energy. Increasing the depth takes γ through zero from below. For γ > 0 the solution matches a decaying exponential, so a shallow bound level exists with κ ≈ γ and E ≈ −ħ²γ²/2m. For small k, matching to the sine gives k cot(kR+δ) = −γ, or, apart from the smooth term kR and the multiple of π due to earlier levels,

δ = π/2 + arctan(γ/k),  dδ/dk = −γ/(k²+γ²).

Integrate dδ/dk over the narrow region k ~ |γ| and divide by π. Just before binding, the result is +1/2: the continuum has half an extra state close to the band edge. Just after binding it is −1/2. The continuum has lost one state, and the bound spectrum has gained one at almost the same energy.

The slope and curvature can be checked as well. To leading order set f = f(0) in this region. In units of g f(0)ħ²/2m, and with dE = ħ²k dk/m, the varying part of the phase integral up to a fixed K is

P = (2/π) ∫₀^K k arctan(γ/k) dk.

Integration by parts gives

∫₀^K k arctan(γ/k) dk = ½K² arctan(γ/K) + ½γ ∫₀^K k²/(k²+γ²) dk
= ½K² arctan(γ/K) + ½γK − ½γ² arctan(K/γ).

For |γ| ≪ K, the first arctangent is γ/K and the second is (π/2) sgn γ, up to terms that contribute at order γ³. Thus

P = 2Kγ/π − γ|γ|/2 + O(γ³).

The bound level contributes γ² for γ > 0 and nothing for γ < 0. The sum is 2Kγ/π + γ²/2 on both sides. Each part has a kink in its slope as a function of γ, and the kinks cancel.

A contour argument covers the higher derivatives. Let J(E) be the Jost function: the value at the wall of the solution that behaves as exp(ikz) far away, with E = ħ²k²/2m. Its phase on the upper side of the positive energy axis is −δ. On the negative axis it vanishes at each bound level, and −Im ln J/π equals the number of levels below E. Both terms of N are therefore contained in

N = −(g/π) Im ∫ f(E) ln J(E+i0) dE,

taken along the whole real axis. Lift the path to E + iη, with 0 < η < πk_BT, below the first pole of f. The end pieces vanish because f → 0 on the right and ln J → 0 on the left. On this path J cannot be zero, since a zero would be a normalizable state of complex energy, which a Hermitian Hamiltonian does not have. So if U depends smoothly on a parameter, N does too, and the passage of a zero of J through threshold goes unnoticed on the lifted path.

**Where the missing continuum charge is**

With the normalization above, the density of extended states carries a factor 2/π: 2/L from each normalized box state times L/π states per unit k. The states with the potential and those without it are both complete sets. Subtracting their completeness relations at the same point gives

Σᵢ |φᵢ(z)|² + (2/π) ∫₀^∞ [ψ_k²(z) − sin²(kz)] dk = 0.

At each point the continuum gives up the density that the normalized bound states φᵢ take. This balance weights all energies equally. The actual charge weights them with F, so the occupied continuum need not be depleted by the same amount, or at all. Before the first level binds, n = 0 and N_c = (g/π)∫δ f dE, which is positive for a well with δ > 0.

The balance also tells you where to look when a level has just bound. Its density outside the well is approximately 2κ exp(−2κz), so it extends over a distance of order 1/κ, which diverges at threshold. The weight inside a fixed window of width w is of order κw and starts from zero. The compensating depletion is equally spread out. There is no sudden burst of charge at the interface, even in the bound part alone; the jump appears when you integrate over all z.

**A well with known solutions**

Take m = 0.2 electron masses, μ = 20 meV and T = 100 K as round model values. Then ħ²/2m = 190.5 meV nm² and k_BT = 8.617 meV. Sheet densities are in 10¹⁶ m⁻² from here on. The prefactor g k_BT is 8.617/(2π × 190.5) nm⁻² = 0.720, so

F(0) = 0.720 × ln[1 + exp(20/8.617)] = 0.720 × 2.415 = 1.738.

For U = −V₀ exp(−z/a) with a = 5 nm, define s = 2a√(2mV₀)/ħ and x = s exp(−z/2a). Since d/dz = −(x/2a) d/dx, the equation for a bound state becomes

x²ψ_xx + xψ_x + (x² − 4κ²a²)ψ = 0.

The solution that decays into the bulk is J_{2κa}(x), a Bessel function, and the wall requires J_{2κa}(s) = 0. The second level binds when s is the second zero of J₀. This happens at V₀ = 58.05 meV, where s = 10 × √(58.05/190.5) = 5.520.

One meV below this depth, one subband is bound:

2.511 (bound) − 0.503 (continuum) = 2.008.

One meV above it, two are bound:

4.304 (bound) − 2.205 (continuum) = 2.099.

The bound charge rises by 1.793. Of this, 1.738 is the arrival of the new subband and the remaining 0.054 is almost entirely the deepening of the first. The continuum falls by 1.701, and the total rises by 0.091. A diagonalization in a 150 nm box, which sums over all states without sorting them into bound and extended, gives the same totals to the printed digits.

The new level lies only 0.00175 meV below the edge and has 1/κ = 330 nm. The first 20 nm contain 0.051 of its sheet density of 1.738, or 3%. In that window the continuum charge changes from −0.542 to −0.558, a change of −0.017, against −1.701 over all space. Nearly all the compensation lies farther out. The box is shorter than the decay length and still gives the right total, which fits the contour picture: on the lifted path the waves decay before they reach the far wall.

A quartic fitted to the total between 10 and 2 meV below threshold predicts 2.14523 at 2 meV above it. The calculated value is 2.14523. Nothing in the data below threshold needed to know that a level was about to bind.

At V₀ = 80 meV the second level has reached −0.763 meV, with 1/κ = 15.8 nm. The bound charge is 4.988, the continuum −1.857 and the total 3.131. The first 20 nm now hold −1.153 of the continuum charge, so here the depletion is largely near the interface. At z = 4 nm the bound states have a density of 0.180 nm⁻¹ and the continuum change, weighted equally over energies, is −0.179 nm⁻¹. The difference comes from stopping the k integral at K = 60 nm⁻¹. At large k, ψ_k² ≈ (k/q) sin²(kz + α/k), where u = 2m|U(z)|/ħ² = 0.189 nm⁻², the local wavenumber is q ≈ k + u/(2k), and α = ½∫₀^z u dz′ = 0.578 nm⁻¹. So ψ_k² − sin²(kz) ≈ (α/k) sin(2kz) − u/(4k²), apart from oscillating terms in 1/k². The omitted tail is (2/π)[α cos(2Kz)/(2Kz) − u/(4K)] = (2/π)(−0.00095 − 0.00079) = −0.0011 nm⁻¹, which closes the gap between −0.1787 and −0.1798.

**The self-consistent layer**

In the Hartree approximation, the potential follows from the total density change Δn(z), extended states included. With U = −eφ and charge density −eΔn, Poisson's equation φ″ = eΔn/ε becomes

U″ = −e²Δn/ε.

Let N_g be the gate charge per area divided by e, so that U′(0) = e²N_g/ε. I take the fixed positive background equal to the flat-band electron density, including its profile near the wall, so that zero gate charge gives U = 0. Integrating from the wall to the field-free bulk gives −U′(0) = −e²N/ε, hence N = N_g. The phase-shift formula becomes a condition on the converged potential:

N_g = Σᵢ F(Eᵢ) + N_c.

Now replace the right side by the bound sum alone. With no bound level it is zero. With one or more it exceeds F(0), because F increases as E falls below zero. No potential can then satisfy the condition for 0 < N_g < F(0). For the parameters above, the bound-only model has no neutral solution at any gate density between zero and 1.738.

The full Hartree problem, with relative permittivity 10, does have solutions there. Its first subband binds at N_g = 0.463. Three gate densities show the sequence:

N_g = 0.445: bound 0, continuum +0.445.
N_g = 0.482: bound 1.738, continuum −1.257.
N_g = 1.200: bound 2.049, continuum −0.849.

In the first case the whole accumulation charge is in extended states, although the band edge at the wall is already 36.6 meV below the bulk edge. In the second, the bound charge is 1.738/0.482 = 3.6 times the gate charge. In the third, with the level at −4.01 meV, it is still 1.7 times the gate charge. The continuum sign has changed between the first two cases, but the layer has barely changed.

The sums agree with the gate densities to the printed digits in the first and third cases. In the second, the sum is 0.0004 too low. The level there is so shallow that the finite box pushes it slightly above the band edge, and it was counted at E = 0, which slightly underestimates F(E₁). The size is consistent: a deficit of 0.0004 corresponds to |E₁| = 0.0004/(g f(0)) ≈ 0.005 meV, a decay length near 190 nm, longer than the 80 nm box. Matching the wave function to a decaying exponential instead of the far wall gives E₁ = −0.0049 meV and 1/κ = 197 nm; the bound charge is then 1.739 and the sum equals the gate density.

The potential at the wall is smooth as well. Extrapolated from gate densities below binding to 4% above it, U(0) is −39.331 meV; the direct solution gives the same value to these digits. Both use the 0.25 nm mesh for Poisson's equation; removing the mesh error raises U(0) by about 0.007 meV. This is a check on this solution branch. Poisson's equation needs the local density, not only N. Its change from flat band is

Δn(z) = −(1/π) Im ∫ F(E) [G(z,z;E+i0) − G₀(z,z;E+i0)] dE,

with G and G₀ the Green's functions of the motion along z with and without U. The same lifted path applies. Neither Green's function has a singularity off the real axis, and the nearest singularity of F is at μ + iπk_BT. The subtraction matters at the left end: F grows like |E| there, but G − G₀ falls like |E|^(−3/2), so the end piece vanishes. Hence Δn(z) depends smoothly on U. This carries over to the self-consistent potential if the linearized Hartree equations have a unique solution, so that a small change of gate charge produces a small change of U.

**When the bound sum is good enough, and what to watch for**

If the bulk is nearly empty, μ lies many k_BT below the band edge. Then f(E) ≤ exp((μ−E)/k_BT), and the expression for N_c gives

|N_c| ≤ (n + max|δ|/π) g k_BT exp(μ/k_BT).

The factor exp(μ/k_BT) makes both the continuum charge and the jump F(0) small. If a bound level lies near or below μ, its charge is at least of order g k_BT and dominates. Your count is then a good approximation. In general g∫₀^∞ f dE = F(0), so |N_c| ≤ (n + max|δ|/π) F(0). When μ lies near or above the band edge, as in a degenerately doped bulk where the extended states near the edge are well filled, the count is guaranteed only if the charge of the layer is large compared with this bound. The bound is not tight: in the exponential well at V₀ = 260 meV it is 10.9, while N_c = −1.4 and N = 16.5.

At T = 0 with μ > 0, binding is still smooth. The energy integral ends at μ, and its path can be bent above the threshold with that end held fixed. If μ = 0 as well, the end point sits on the threshold and this argument no longer applies.

Take care with the reference density. A hard wall repels electrons even at U = 0. The flat-band sum found above was the bulk value minus F(0)/2 for two walls, so each wall lacks F(0)/4, here 0.435. With a uniform positive background right up to the wall, the neutrality condition would be N − F(0)/4 = N_g. That is a separate effect from binding and also involves no bound state.

The phase-shift count assumes a short-range potential. An attractive tail falling as 1/z, for instance, has infinitely many bound levels and no finite δ(0). The numerical examples also leave out exchange, correlation, image forces, penetration into the barrier and disorder, so they show how the charge is shared within the Hartree model and do not predict a particular device. Exchange is not small here: the bulk density corresponds to r_s ≈ 2.1 and a local exchange potential near −16 meV, comparable with μ.

For your calculation, the practical change is to feed Poisson's equation the density of all occupied states. A box does this without any sorting if it is long compared with the range of U and with 1/(2 Im k), evaluated at E = μ + iπk_BT. That length is 2.6 nm at 100 K but 57 nm at 4 K, where the 150 nm box misses the total of the exponential well by 0.008; at T = 0 the error is 0.02 and falls only slowly with box length. If you want to keep the bound subbands separate, add the continuum density from the scattering states, and use the phase-shift sum to check the total. The numerical output below gives the values for each case.

Computed values

```
mass 0.2 m_e, mu 20.0 meV, T 100.0 K, eps_r 10.0
hbar^2/2m = 190.499 meV nm^2, kT = 8.6173 meV
bulk electron density = 1.4319 e24 m^-3
F(0) = 1.7384 e16 m^-2
flat-band deficit per wall = 0.4346 e16 m^-2
MODEL 1: a = 5.0 nm; second subband binds at V0 = 58.047 meV
sheet densities below in 1e16 m^-2
V0 = 57.047 meV: bound subbands 1
  energies (meV): -9.78951
  1/kappa (nm): 4.41
  delta(0)/pi = 1.0000
  bound 2.5111, continuum -0.5032, sum 2.0079, box 2.0079
  first 20 nm: bound each 2.5058 ; continuum -0.5416; sum 1.9642
V0 = 59.047 meV: bound subbands 2
  energies (meV): -10.45615, -0.00175
  1/kappa (nm): 4.27, 329.93
  delta(0)/pi = 2.0000
  bound 4.3037, continuum -2.2046, sum 2.0991, box 2.0991
  first 20 nm: bound each 2.5609, 0.0513 ; continuum -0.5583; sum 2.0539
V0 = 80.000 meV: bound subbands 2
  energies (meV): -18.09451, -0.76290
  1/kappa (nm): 3.24, 15.80
  delta(0)/pi = 2.0000
  bound 4.9879, continuum -1.8572, sum 3.1306, box 3.1306
  first 20 nm: bound each 3.1907, 1.0317 ; continuum -1.1531; sum 3.0692
N 2 meV above binding: extrapolated 2.14523, actual 2.14523
completeness at z = 4.0 nm, V0 = 80 meV (nm^-1): bound 0.1798, continuum -0.1787
MODEL 2: self-consistent Hartree layer
first subband binds at gate density 0.4633 e16 m^-2
gate 0.4448: bound subbands 0, U(0) = -36.576 meV
  bound 0.0000, continuum 0.4448, sum 0.4448
gate 0.4819: bound subbands 1, U(0) = -39.331 meV
  bound 1.7384, continuum -1.2569, sum 0.4815
gate 1.2000: bound subbands 1, U(0) = -87.063 meV
  bound 2.0492, continuum -0.8492, sum 1.2000
lowest level at largest gate density = -4.013 meV
U(0) at 1.04 critical gate: extrapolated -39.3313 meV, actual -39.3312 meV
```
